\section*{Shabaev's effective sphere radius for a nuclear charge distribution}

\section{The energy condition and the electron density}

Someone who calculates the levels of a heavy one-electron ion has to decide how the nucleus enters the program. A uniformly charged sphere has one parameter and a simple potential. A distribution with a diffuse surface is closer to a nucleus, but its potential is more complicated and often has to be integrated numerically, and the calculation must be repeated for each shape of interest. If a sphere is used, a radius has to be entered, and the obvious choice is the one that reproduces the mean square radius of the charge. Whether that choice is good enough depends on how the electron samples the nuclear volume. Shabaev's effective radius corrects the choice by a term of relative size $(Z\alpha)^2$ which contains the fourth moment of the charge. The derivation below gives this radius, and it also shows what the radius leaves out.

The model is one electron of mass $m$ in the field of a static, spherical nucleus of charge $Ze$ and infinite mass. Recoil, nuclear polarization and radiative corrections are left out. The charge density is $Ze\rho(r)$, with $\int\rho\,d^3r=1$. With $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and $a=Z\alpha$, the potential energy of the electron is
\begin{equation}
V(r)=-a\hbar c\,u(r),\qquad \nabla^2u=-4\pi\rho .
\end{equation}
The function $u$ has the dimension of an inverse length and equals $1/r$ outside the charge. For an $s$ state the radial Dirac equations, with large component $G$, small component $F$ and an energy $E$ that includes $mc^2$, are
\begin{align}
G'&=\frac{G}{r}+\frac{E+mc^2-V}{\hbar c}\,F,\\
F'&=-\frac{F}{r}-\frac{E-mc^2-V}{\hbar c}\,G .
\end{align}
A prime denotes $d/dr$, and the probability of finding the electron between $r$ and $r+dr$ is proportional to $(G^2+F^2)\,dr$.

Let a second nucleus be a uniform sphere of radius $R$, with potential energy $V_R$, level energy $E_R$ and radial functions $G_R$, $F_R$. The two levels can be compared without any expansion. From the radial equations,
\begin{align}
(GF_R)'&=\frac{E+mc^2-V}{\hbar c}FF_R-\frac{E_R-mc^2-V_R}{\hbar c}GG_R,\\
(FG_R)'&=\frac{E_R+mc^2-V_R}{\hbar c}FF_R-\frac{E-mc^2-V}{\hbar c}GG_R .
\end{align}
In each line the two terms with $1/r$ have cancelled. In the first, for instance, $G'F_R$ supplies $+GF_R/r$ and $GF_R'$ supplies $-GF_R/r$. On subtraction of the second line from the first the terms with $mc^2$ cancel as well, which leaves
\begin{equation}
(GF_R-FG_R)'=\frac{(E-E_R)-(V-V_R)}{\hbar c}\,(GG_R+FF_R).
\end{equation}
Integrate this from zero to infinity. Both potentials are finite at the origin, so there $G$ behaves as $r$ and $F$ as $r^2$, and the bracket on the left vanishes. At infinity bound-state functions decay, and it vanishes again. Therefore
\begin{equation}
(E-E_R)\int_0^\infty(GG_R+FF_R)\,dr=\int_0^\infty(V-V_R)(GG_R+FF_R)\,dr .
\end{equation}
The equivalent sphere is defined by $E=E_R$, so its radius must satisfy
\begin{equation}
\int_0^\infty(V-V_R)(GG_R+FF_R)\,dr=0 .
\label{eq:exactcondition}
\end{equation}

This condition still contains the unknown functions $G$ and $F$ of the original nucleus. The first approximation is to replace them by $G_R$ and $F_R$. The size of the error follows from the region in which the functions differ. Outside both charges the two potentials coincide. At equal energy the decaying solutions there are the same up to a factor, which can be chosen as one. Differences between $G$ and $G_R$ then exist only inside the charge, where they are caused by $V-V_R$ and are of first order in it. They are multiplied by another factor $V-V_R$ in the integral, so the replacement neglects terms of second order in the difference between the two shapes.

With $G_R=rg$ and $F_R=rf$, define $n(r)=g^2+f^2$. This is the electron density in the field of the sphere, up to a constant factor that has no influence on the condition. Because $dr\,r^2$ is proportional to the volume element, the condition becomes
\begin{equation}
\int(V-V_R)\,n\,d^3r=0 .
\end{equation}
It is more useful to have the charge density in it than the potential. Let $\Phi(r)$ be a function that satisfies $\nabla^2\Phi=n$. The difference of potentials obeys
\begin{equation}
\nabla^2(V-V_R)=-a\hbar c\,\nabla^2(u-u_R)=4\pi a\hbar c\,(\rho-\rho_R).
\end{equation}
Green's theorem moves the Laplacian from $\Phi$ to $V-V_R$. The surface term vanishes because $V-V_R$ is zero outside both charges; for a density with an exponential tail it tends to zero as the surface is moved outward. The result is
\begin{equation}
\int(\rho-\rho_R)\,\Phi\,d^3r=0,
\qquad\text{that is,}\qquad
\langle\Phi\rangle=\langle\Phi\rangle_R .
\label{eq:phicondition}
\end{equation}
Angle brackets are averages over the charge density of the nucleus, and the index $R$ marks the average over the sphere. A constant added to $\Phi$ cancels because both densities are normalized to one.

The simplest case is an electron density that does not vary over the nucleus. Since $\nabla^2r^2=6$, one may then take $\Phi=nr^2/6$, and the condition reads $\langle r^2\rangle=\langle r^2\rangle_R$. For the sphere,
\begin{equation}
\langle r^k\rangle_R=\frac{3}{R^3}\int_0^R r^{k+2}\,dr=\frac{3R^k}{k+3},
\label{eq:spheremoments}
\end{equation}
so $\langle r^2\rangle_R=3R^2/5$ and
\begin{equation}
R^2=\frac53\langle r^2\rangle .
\label{eq:leading}
\end{equation}
This is the rms choice. Any correction to it comes from the variation of the electron density within the charge, and this variation is the next thing to be found.

At the nuclear surface the potential energy has the magnitude $a\hbar c/R$. The rest energy is smaller than this by the factor
\begin{equation}
\eta=\frac{mc^2}{a\hbar c/R}=\frac{R}{a\lambda_C},\qquad \lambda_C=\frac{\hbar}{mc}.
\end{equation}
If $\eta\ll1$, the mass and the energy can be dropped beside $V$ in the radial equations. Then $G'=G/r+auF$, and with $G'=g+rg'$ the terms $g$ cancel. In the second equation $F'=f+rf'$ stands against $-F/r=-f$, which leaves $2f$. Hence
\begin{equation}
g'=auf,\qquad f'+\frac{2f}{r}=-aug .
\label{eq:massless}
\end{equation}
No quantity that distinguishes one $s$ level from another is left in these equations.

Inside the sphere the fraction of the charge within $r$ is $(r/R)^3$, so $u'=-(r/R)^3/r^2=-r/R^3$. With $u(R)=1/R$ this integrates to
\begin{equation}
u=\frac{3-x^2}{2R},\qquad x=\frac rR .
\end{equation}
Now expand in powers of $a$, starting from $g=g_0$, the value at the centre. After multiplication by $x^2$, the second of equations (\ref{eq:massless}) is, to first order in $a$,
\begin{equation}
\frac{d}{dx}(x^2f)=-ag_0\,\frac{3x^2-x^4}{2}.
\end{equation}
The solution that is finite at the centre is
\begin{equation}
f=-ag_0\left(\frac x2-\frac{x^3}{10}\right).
\label{eq:fsolution}
\end{equation}
This is inserted in the first equation:
\begin{align}
\frac{dg}{dx}&=-a^2g_0\,\frac{3-x^2}{2}\left(\frac x2-\frac{x^3}{10}\right)\nonumber\\
&=-a^2g_0\left(\frac{3x}{4}-\frac{3x^3}{20}-\frac{x^3}{4}+\frac{x^5}{20}\right)\nonumber\\
&=-a^2g_0\left(\frac{3x}{4}-\frac{2x^3}{5}+\frac{x^5}{20}\right).
\end{align}
Integration from the centre gives
\begin{equation}
g=g_0\left[1-a^2\left(\frac{3x^2}{8}-\frac{x^4}{10}+\frac{x^6}{120}\right)\right].
\end{equation}
The density needs both squares to order $a^2$:
\begin{align}
\frac{g^2}{g_0^2}&=1-a^2\left(\frac{3x^2}{4}-\frac{x^4}{5}+\frac{x^6}{60}\right),\\
\frac{f^2}{g_0^2}&=a^2\left(\frac{x^2}{4}-\frac{x^4}{10}+\frac{x^6}{100}\right).
\end{align}
The small component returns part of the density that the large component loses. With $n_0=g_0^2$ the sum is
\begin{equation}
\frac{n}{n_0}=1-a^2D(x),\qquad
D(x)=\frac{x^2}{2}-\frac{x^4}{10}+\frac{x^6}{150}.
\label{eq:density}
\end{equation}
At the surface $D(1)=0.407$. For $Z=63$, where $a^2=0.211$, the density at the surface is therefore about $9\,\%$ below its central value, at this order in $a$. Charge near the edge of the nucleus lies in a lower electron density than charge at the centre, and this is the origin of the correction.

The polynomial was derived for $x\le1$, while a diffuse nucleus has some charge beyond the radius of its equivalent sphere. There $u=1/r$, and the same two integrations can be continued. Equation (\ref{eq:fsolution}) gives $x^2f=-\tfrac25ag_0$ at $x=1$. Outside, $d(x^2f)/dx=-ag_0x$, so
\begin{equation}
f=-ag_0\left(\frac12-\frac{1}{10x^2}\right),\qquad
\frac{dg}{dx}=-a^2g_0\left(\frac{1}{2x}-\frac{1}{10x^3}\right).
\end{equation}
At $x=1$ the bracket with $a^2$ in $g$ has the value $3/8-1/10+1/120=17/60$. Beyond the surface it grows by $\tfrac12\ln x-\tfrac1{20}(1-x^{-2})$. Twice this bracket, less the square of the bracket in $f$, is
\begin{align}
D_{\rm out}(x)&=\frac{17}{30}+\ln x-\frac{1}{10}\left(1-\frac1{x^2}\right)-\left(\frac12-\frac1{10x^2}\right)^2\nonumber\\
&=\frac{13}{60}+\ln x+\frac{1}{5x^2}-\frac{1}{100x^4}.
\label{eq:outside}
\end{align}
At $x=1$ both $D$ and $D_{\rm out}$ equal $61/150$. Their first three derivatives also agree there, with the values $16/25$, $0$ and $-8/5$. The polynomial is therefore a close continuation into the surface region: at $x=1.3$ it gives $0.592$, and (\ref{eq:outside}) gives $0.594$. The term $x^2/2$ alone would give $0.845$. Far outside, $D_{\rm out}$ grows like a logarithm and the polynomial like $x^6$, so the polynomial fails for charge that lies far outside the sphere.

The neglected mass can be treated in the same way, to see what it does. For a weakly bound electron $E+mc^2$ is close to $2mc^2$, which adds $2R/\lambda_C=2a\eta$ to the factor $auR$ in the equation for $dg/dx$. With $f$ from (\ref{eq:fsolution}), $g/g_0$ falls by the further amount
\begin{equation}
2a^2\eta\int_0^x\left(\frac{t}{2}-\frac{t^3}{10}\right)dt
=a^2\eta\left(\frac{x^2}{2}-\frac{x^4}{20}\right),
\end{equation}
and $D$ increases by twice the coefficient of $a^2$,
\begin{equation}
D_{\rm mass}=\eta\left(x^2-\frac{x^4}{10}\right).
\label{eq:massdensity}
\end{equation}
The other combination, $E-mc^2$, is the binding energy with a minus sign. It is smaller than $mc^2$ by a factor of order $a^2$ and is left out here. Near the centre $D_{\rm mass}$ is $2\eta$ times the leading term $x^2/2$. The condition for dropping the mass is thus $R\ll a\lambda_C$, which is stricter than $R\ll\lambda_C$. In a light ion the correction of relative order $a^2$ need not be the leading correction to the rms choice, because the mass term, of relative order $a^2\eta=aR/\lambda_C$, can be as large or larger.

\section{From the density to the effective radius}

The quantities carried over are these. The nucleus has the normalized charge density $\rho$, $a=Z\alpha$, and $R$ is the radius of the uniform sphere that gives an $s$ level the same energy. To first order in the difference between the two shapes, equal energy means $\langle\Phi\rangle=\langle\Phi\rangle_R$, where $\nabla^2\Phi=n$ and $n$ is the electron density in the field of the sphere. With $x=r/R$ this density is $n=n_0[1-a^2D(x)]$, where $D=x^2/2-x^4/10+x^6/150$. The moments of the sphere are $\langle r^k\rangle_R=3R^k/(k+3)$. Mass terms are governed by $\eta=R/(a\lambda_C)$, with $\lambda_C=\hbar/(mc)$, and have been dropped.

To find $\Phi$, use $\nabla^2r^p=p(p+1)r^{p-2}$. A term $x^k$ in the density then comes from $R^2x^{k+2}/[(k+2)(k+3)]$ in $\Phi$. The divisors for $k=0,2,4,6$ are $6,20,42,72$, so
\begin{equation}
\frac{\Phi}{n_0R^2}=\frac{x^2}{6}-a^2\left(\frac{x^4}{40}-\frac{x^6}{420}+\frac{x^8}{10800}\right).
\label{eq:phi}
\end{equation}
Let $m_k=\langle r^k\rangle/R^k$. The corresponding moments of the sphere for $k=2,4,6,8$ are $3/5$, $3/7$, $1/3$ and $3/11$. Equating the two averages of $\Phi$ gives
\begin{equation}
\frac{m_2-\frac35}{6}=a^2\left[\frac{m_4-\frac37}{40}-\frac{m_6-\frac13}{420}+\frac{m_8-\frac3{11}}{10800}\right].
\end{equation}
Multiplication by $10$ turns the left side into $\tfrac53m_2-1$. With
\begin{equation}
C=\frac{m_4-\frac37}{4}-\frac{m_6-\frac13}{42}+\frac{m_8-\frac3{11}}{1080}
\label{eq:cthree}
\end{equation}
the condition is $\tfrac53\langle r^2\rangle/R^2=1+a^2C$, or, to the order in $a$ that has been kept,
\begin{equation}
R^2=\frac53\langle r^2\rangle\,(1-a^2C).
\label{eq:radius}
\end{equation}
The moments in $C$ contain $R$ itself. Since $C$ is already multiplied by $a^2$, the leading value $R^2=\tfrac53\langle r^2\rangle$ may be used in them.

Shabaev's formula follows when the density is cut after its first varying term, $D\approx x^2/2$. Then only the fourth moment remains in $C$. Insert $m_4=\langle r^4\rangle/R^4=\tfrac{9}{25}\langle r^4\rangle/\langle r^2\rangle^2$:
\begin{equation}
C_{\rm S}=\frac14\left(\frac{9}{25}\frac{\langle r^4\rangle}{\langle r^2\rangle^2}-\frac37\right)
=\frac34\left(\frac{3}{25}\frac{\langle r^4\rangle}{\langle r^2\rangle^2}-\frac17\right),
\end{equation}
and therefore
\begin{equation}
R=\left\{\frac53\langle r^2\rangle\left[1-\frac34(Z\alpha)^2\left(\frac{3}{25}\frac{\langle r^4\rangle}{\langle r^2\rangle^2}-\frac17\right)\right]\right\}^{1/2}.
\label{eq:shabaev}
\end{equation}

For a uniform sphere the ratio of moments is $(3/7)/(3/5)^2=25/21$, the round bracket vanishes, and the formula returns the radius of the sphere. For a distribution with the same $\langle r^2\rangle$ but a larger $\langle r^4\rangle$ the formula gives a smaller sphere: charge at large distance lies in a lower electron density, and the finite size raises the level by less. When the ratio is close to $25/21$ the fourth moment alone does not settle the sign of the correction, because the higher moments in (\ref{eq:cthree}) also enter. A thin shell is the extreme case on the other side of the uniform sphere. There the ratio has its smallest possible value, one, because the mean of $r^4$ cannot be less than the square of the mean of $r^2$. This gives $C_{\rm S}=-0.017$, and the equivalent sphere is larger than the rms choice.

Equation (\ref{eq:shabaev}) is thus an approximate map, and its three approximations are of different kinds. It neglects higher powers of $a$ and the mass terms. It is linear in the deviation from a uniform shape. It also drops the terms $x^4$ and $x^6$ of $D$, although these have the same order in $a$ as the term it keeps. The last step has no small parameter behind it; it relies on the numerical smallness of the coefficients. In the leading relation $R^2=\tfrac53\langle r^2\rangle$ the linear approximation does no harm, because for small $a$ the electron density is constant over the nucleus whatever the shape. Errors of second order in the shape therefore first appear in the coefficient of $a^2$.

These errors can be measured if the equivalent radius is known without an expansion in $a$ or in the shape. Outside the charge, but at distances where mass and energy are still negligible beside $V$, the radial equations are $G'=(G+aF)/r$ and $F'=-(F+aG)/r$. The trial solution $G=r^s$, $F=qr^s$ requires
\begin{equation}
s=1+aq,\qquad sq=-q-a .
\end{equation}
Elimination of $s$ gives $aq^2+2q+a=0$, with the roots
\begin{equation}
q_\pm=\frac{-1\pm\gamma}{a},\qquad s=\pm\gamma,\qquad \gamma=\sqrt{1-a^2}.
\end{equation}
The general solution is $G=Ar^\gamma+Br^{-\gamma}$ and $F=q_+Ar^\gamma+q_-Br^{-\gamma}$. If the ratio $q=F/G$ is known at a radius $r_0$ outside the charge, then
\begin{equation}
\frac BA=r_0^{2\gamma}\,\frac{q(r_0)-q_+}{q_--q(r_0)} .
\label{eq:ba}
\end{equation}
A point nucleus has $B=0$. For an extended nucleus $B/A$ is fixed by the interior solution, in which the level does not appear. The requirement that the exterior solution decay at infinity then selects the energy. Two nuclei with equal $B/A$ consequently have equal energies in every $s$ state, within this short-distance approximation.

For a uniform sphere the interior equations, written in the variable $x$, contain $a$ and no length. The ratio $q(R)$ therefore depends on $a$ alone, and (\ref{eq:ba}) with $r_0=R$ shows that $B/A$ is proportional to $R^{2\gamma}$. The sphere with the same $B/A$ as a given nucleus defines the equivalent radius for any shape and without an expansion in $a$, provided that $a<1$ and that the mass is negligible, $\eta\ll1$. Finding it requires one numerical integration of $q(r)$ from the centre for the nucleus and one for a sphere.

This construction separates the approximations. Take the density $\rho\propto1+\epsilon(r/R_0)^2$ for $r<R_0$ and zero beyond, at $a=0.05$. The change of $C$ per unit $\epsilon$ near the uniform shape, from the numerical radii at $\epsilon=\pm0.05$, is $-0.00451$. Equation (\ref{eq:cthree}) also gives $-0.00451$, and the fourth moment alone gives $-0.00545$. With $(r/R_0)^4$ in place of the square the three numbers are $-0.00407$, $-0.00407$ and $-0.00495$. For small changes of these two kinds the dropped terms thus make Shabaev's correction about one fifth too large.

Hydrogen-like europium, $Z=63$, is a case in which $a=0.4597$ is large enough for the correction to be seen. Take for its nucleus a spherical Fermi distribution,
\begin{equation}
\rho(r)\propto\frac{1}{1+\exp[(r-c_0)/d]},
\end{equation}
with the round model parameters $c_0=6.0$ fm for the half-density radius and $2.3$ fm for the distance over which the density falls from $90\,\%$ to $10\,\%$. These two levels lie at $r-c_0=\mp d\ln9$, so the distance is $4d\ln3$ and $d=0.523$ fm. Numerical quadrature gives
\begin{equation}
\langle r^2\rangle=25.385\ {\rm fm}^2,\qquad
\langle r^4\rangle=838.08\ {\rm fm}^4,\qquad
\frac{\langle r^4\rangle}{\langle r^2\rangle^2}=1.3006 .
\end{equation}
The rms choice of the radius is $(5\times25.385/3)^{1/2}=6.5045$ fm. Shabaev's correction is
\begin{align}
C_{\rm S}&=0.75\,(0.12\times1.3006-0.14286)=0.00991,\\
a^2C_{\rm S}&=0.21136\times0.00991=0.00209,
\end{align}
and the effective radius is
\begin{equation}
R_{\rm S}=6.5045\,\sqrt{1-0.00209}\ {\rm fm}=6.4977\ {\rm fm}.
\end{equation}
With all three moments $C=0.00763$ and $R=6.4993$ fm. The last digits serve to compare shapes within this model; they say nothing about how well a real nucleus is known.

The reference for these radii is a numerical solution of the Dirac equation with mass and energy retained. The ratio $F/G$ is integrated outward through the nucleus and matched to the decaying Coulomb solution, and the energy is adjusted until the two agree. The finite size of the Fermi nucleus raises the $1s$ level by $8.864$ eV and the $2s$ level by $1.341$ eV above the levels of a point nucleus. The sphere that reproduces the $1s$ energy has $R=6.4988$ fm, and the one that reproduces the $2s$ energy has the same radius to within $0.0001$ fm. One radius does serve both states here.

The rms choice must therefore be reduced by $0.0057$ fm. Shabaev's formula reduces it by $0.0068$ fm, one fifth too much, and the three-moment expression by $0.0052$ fm, slightly too little. In the $1s$ energy, the sphere with the rms choice lies $13.7$ meV above the Fermi nucleus, Shabaev's sphere $2.7$ meV below it, and the three-moment sphere $1.1$ meV above it. Relative to the finite-size shift of $8.864$ eV these errors are $0.15\,\%$, $0.03\,\%$ and $0.01\,\%$.

The energy errors can be traced to the radii. The ratio $B/A$ required by the decaying solution is zero at the energy of the point nucleus, so for a small shift it is proportional to the shift. The shift of a sphere then varies nearly as $R^{2\gamma}$, and a small error $\delta R$ causes the relative error
\begin{equation}
\frac{\delta(\Delta E)}{\Delta E}\approx2\gamma\,\frac{\delta R}{R}.
\label{eq:sensitivity}
\end{equation}
Here $\gamma=0.888$. For Shabaev's sphere $\delta R=-0.0011$ fm, which gives $1.776\times(-0.0011/6.499)=-3.0\times10^{-4}$, or $-2.7$ meV.

The remaining discrepancy in the radius also has an explanation. The sphere with the same $B/A$ as the Fermi nucleus, in which the mass plays no part, has $R=6.4992$ fm. This is within $0.0001$ fm of the three-moment value, so for this nucleus the second order in the shape and the higher powers of $a$ have little combined effect. Most of the difference between $6.4992$ fm and the $6.4988$ fm from the $1s$ energy comes from the mass. The additional density term $D_{\rm mass}=\eta(x^2-x^4/10)$, derived in the first half, contributes $\eta(x^4/20-x^6/420)$ to the bracket in (\ref{eq:phi}). By the steps that led to (\ref{eq:cthree}), $C$ increases by
\begin{equation}
C_{\rm mass}=\eta\left[\frac{m_4-\frac37}{2}-\frac{m_6-\frac13}{42}\right].
\end{equation}
The first term in the bracket is $2C_{\rm S}=0.0198$. The second is close to $C_{\rm S}-C=0.0023$, if the small eighth-moment term is ignored. With $\lambda_C=386.16$ fm one has $\eta=0.0366$, so $C_{\rm mass}\approx0.0006$. The radius falls by $\tfrac12Ra^2C_{\rm mass}\approx0.0004$ fm, as found. The mass thus moves the true equivalent radius towards Shabaev's value and hides part of the error made by cutting the density.

A Gaussian charge shows what happens far from a uniform shape. At $a=0.05$ and without mass terms, the numerical radius from equal $B/A$ corresponds to $C=0.0339$. Shabaev's expression gives $0.0429$, about $26\,\%$ too much, and the three-moment expression gives $0.0319$, about $6\,\%$ too little. For the Fermi nucleus under the same conditions the numbers are $0.0077$, $0.0099$ and $0.0076$. In both cases the fourth moment gives the correct sign but overshoots the effect by somewhat more than a quarter, and the additional moments remove this excess and leave a smaller error of the opposite sign. The fourth moment alone overshoots because the electron density falls more slowly than $1-a^2x^2/2$. Both expressions become less accurate for a charge with a long tail. For an exponential density $\rho\propto e^{-r/b}$ at $a=0.05$, equal $B/A$ gives $C=0.0860$, the three moments give $0.0760$, about $12\,\%$ too little, and the fourth moment alone gives $0.1179$, about $37\,\%$ too much. If (\ref{eq:outside}) replaces the polynomial beyond $x=1$, the condition of first order in the shape gives $0.0778$. Most of what the three moments miss is therefore of second order in the shape, and a better electron density for the sphere would not remove it. In such a case the comparison of $B/A$ is the safer route, as long as $\eta\ll1$. In a light ion the mass term, which $B/A$ also omits, is larger than these errors: for a Gaussian charge with $Z=6$ and an rms radius of $2.47$ fm, where $\eta=0.19$, the Dirac equation with mass and energy retained gives $C=0.048$ in place of $0.034$.

The choice of radius can now be made from the accuracy that is needed. In the europium model the whole correction changes $R$ by about $0.006$ fm, which corresponds to $\sqrt{3/5}\times0.0057=0.0044$ fm in the rms radius. If the rms radius of the nucleus is less certain than that, its uncertainty outweighs the error of the rms choice. If two charge shapes with the same $\langle r^2\rangle$ are to be compared, the rms choice gives them the same energy and (\ref{eq:shabaev}) is the least that is required. If an error of a few meV in the $1s$ level of this model matters, (\ref{eq:shabaev}) is not enough; the three-moment radius brings the error down to about $1$ meV. Most of this remainder comes from the neglected mass, and it is removed when $C_{\rm mass}$ is added to $C$.
